Log-slope of an isolated edge in incoherent projection imaging

**Problem**

A projection lens images a mask that is opaque on one side of a long straight edge and clear on the other. No other feature lies near enough to matter. The lens has a filled circular pupil, is free of aberrations and in focus, and accepts image-side angles whose sine is at most the numerical aperture NA. The light has wavelength λ. It is treated as a scalar wave, and the mask points radiate incoherently, so that their intensities add.

Let x be the distance from the geometric edge in the image plane, positive towards the bright side, and let I(x) be the intensity divided by its value far inside the bright region. The log-slope d ln I/dx measures how firmly the light fixes the position of a printed edge: a small fractional dose change δ moves a fixed-threshold contour by about δ divided by the log-slope.

(a) Estimate the log-slope at the half-intensity point from the resolution of the lens.

(b) Find it by integrating the incoherent transfer function.

(c) Evaluate both for λ = 365 nm and NA = 0.50, and find how far the incoherent assumption matters in a lithographic exposure.

**First estimate by scaling**

Two waves arriving at opposite extremes of the pupil have transverse spatial frequencies +NA/λ and −NA/λ. Their interference has the difference frequency, so the highest frequency in the image intensity is

f_c = 2NA/λ.

The finest period is λ/(2NA). Take this as the width over which the intensity climbs from 0 to 1. The slope is then about 2NA/λ, and division by I = 1/2 gives

d ln I/dx ≈ 4NA/λ.

The proportionality to NA/λ is not a guess: in this in-focus scalar model λ and NA enter only through the single length λ/NA, and a log-slope is an inverse length. The factor 4 is a guess, because the choice of one full period as the edge width was a guess.

**Exact solution**

*The transfer function.* Measure lengths in units of λ/NA, writing X = x NA/λ and similarly Y along the edge. Let p and q be the direction sines of a wave divided by NA. The pupil is then the unit disc p² + q² ≤ 1, and the image amplitude of one mask point is

a(X,Y) = (1/√π) ∫∫_disc exp[2πi(pX + qY)] dp dq.

The prefactor makes ∫∫|a|² dX dY = 1 by Parseval's theorem, because the disc has area π.

The image of an incoherent line along Y is the line-spread function, the integral of |a|² over Y. In the product of a with its complex conjugate, two pupil points (p,q) and (p′,q′) contribute exp{2πi[(p−p′)X + (q−q′)Y]}. Integration over Y leaves only q = q′. The coefficient of exp(2πigX) therefore collects all pairs with p − p′ = g. It is the overlap area of two unit discs displaced by g, divided by π.

Write |g| = 2s. Since g = fλ/NA for an ordinary frequency f,

s = |f|λ/(2NA) = |f|/f_c.

Put the disc centres at p = −s and p = +s. At height q each disc has half-chord √(1−q²). The common part runs from s − √(1−q²) to −s + √(1−q²), with length 2√(1−q²) − 2s. This is positive for |q| < t, where t = √(1−s²). The overlap area is

S = 4∫₀ᵗ √(1−q²) dq − 4st.

The standard integral is

∫₀ᵗ √(1−q²) dq = ½[t√(1−t²) + arcsin t] = ½[st + arccos s],

where √(1−t²) = s and arcsin √(1−s²) = arccos s for 0 ≤ s ≤ 1. Hence S = 2st + 2 arccos s − 4st, and the transfer function H = S/π is

H(s) = (2/π)[arccos s − s√(1−s²)], 0 ≤ s ≤ 1,

with H = 0 for s > 1. It starts at H(0) = 1, which expresses conservation of the total light in the image of a line.

*The edge.* Let L(x) be the line-spread function in ordinary length units. The clear half-plane is a set of lines at x′ > 0, whose intensities add:

I(x) = ∫₀^∞ L(x−x′) dx′ = ∫₋∞ˣ L(u) du.

The second form follows from u = x − x′. Because H is real and even in f, L is even, and its total integral is H(0) = 1. Half of that integral lies at u < 0, so I(0) = 1/2. Since L is an integrated intensity it is never negative, so I never decreases. The result below, L(0) > 0, then makes x = 0 the one half-intensity point.

Differentiation gives I′(x) = L(x). At the edge every Fourier component has phase factor 1, so

I′(0) = ∫ H df = 2∫₀^{f_c} H df = (4NA/λ) ∫₀¹ H(s) ds.

The factor 2 comes from negative frequencies, and df = (2NA/λ) ds supplies the rest.

Two integrals remain. By parts,

∫₀¹ arccos s ds = [s arccos s]₀¹ + ∫₀¹ s/√(1−s²) ds = 0 + 1.

With v = 1 − s² and s ds = −dv/2,

∫₀¹ s√(1−s²) ds = ½∫₀¹ √v dv = 1/3.

Therefore

∫₀¹ H ds = (2/π)(1 − 1/3) = 4/(3π) ≈ 0.4244,

I′(0) = 16NA/(3πλ).

Dividing by I(0) = 1/2 gives

d ln I/dx at x = 0 = 32NA/(3πλ) ≈ 3.395 NA/λ.

*The same slope from pupil chords.* At X = 0 the p-integral in the amplitude a is just the chord length C(q) = 2√(1−q²). Parseval's theorem along Y then gives

L(0) = (NA/λ)(1/π) ∫₋₁¹ C(q)² dq
= (NA/λ)(4/π)(2 − 2/3)
= 16NA/(3πλ).

Since π = ∫C dq, the reduced slope is ∫C² dq/∫C dq, an average chord length in which each chord is weighted by its own length. Long chords across the middle of the pupil contribute most to edge sharpness.

**Comparison of the two**

The estimate is too high by the factor 4/3.395 = 1.18, or 18% of the exact value. The chord formula shows what the guess amounts to. A square pupil with sides of length 2, one pair parallel to the edge, has C = 2 at every height and a reduced slope of 2, which is the estimated slope. The disc has chord 2 only at its centre, and its weighted average chord is 1.698. In frequency language, the square has H = 1 − s with area 1/2, whereas the disc has area 0.424.

For the example, NA/λ = 0.50/(0.365 µm) = 1.370 µm⁻¹. The cutoff is 2.740 cycles/µm, and

scaling estimate: 4 × 1.370 = 5.48 µm⁻¹,
exact log-slope: 3.395 × 1.370 = 4.65 µm⁻¹.

The intensity slope itself is half the exact log-slope, 2.326 µm⁻¹.

The whole edge profile follows by integrating L from the edge:

I(x) = 1/2 + ∫₀^{f_c} H sin(2πfx)/(πf) df.

Numerical quadrature gives I = 0.282 at x = −100 nm and 0.718 at +100 nm. The tangent at the edge would give 0.5 + 2.326 × 0.100 = 0.733 at the latter point. At +200 nm the profile reaches 0.864, while the tangent has already reached 0.965. The profile cannot be steeper anywhere than at the edge: H is non-negative, so its components add fully in phase at x = 0.

Now raise the dose by 1% at fixed threshold. The log-slope predicts a contour shift of −0.01/4.651 µm = −2.15 nm, the minus sign meaning that the bright region grows into the dark. Solving 1.01 I(x) = 0.5 on the computed profile gives −2.13 nm. The small difference is a finite-step effect. The required drop in I is 0.5 − 0.5/1.01 = 0.00495, and division by the nearly constant slope 2.326 µm⁻¹ reproduces 2.13 nm.

**When the illumination is partially coherent**

Lithographic illumination is described by σ, the radius of the source image in the pupil divided by the pupil radius. Incoherent imaging is the limit σ → ∞. The setting σ = 1, where the source just fills the pupil, is a different case.

Consider one source point at pupil position (p₀,q₀), and let w = √(1−q₀²) with |q₀| < 1. A unit step has the Fourier form

step(X) = 1/2 + (1/2πi) P∫ exp(2πigX)/g dg,

where P denotes the principal value. The tilted illumination shifts this spectrum by p₀, so the pupil passes −w−p₀ < g < w−p₀. Apart from a phase that does not affect intensity, the image amplitude is

A(X) = D/2 + (1/2πi) P∫ exp(2πigX)/g dg,

with those limits. Here D = 1 if the source point lies inside the pupil and D = 0 otherwise. At the edge,

A(0) = D/2 + (1/2πi) ln|(w−p₀)/(w+p₀)|,
A′(0) = ∫ dg = 2w.

The logarithmic term is imaginary and A′(0) is real, so the intensity slope is 2Re(A*A′) = 2wD. Source points outside the pupil add no slope at x = 0, and they add nothing to the clear field. For any σ ≥ 1 the source covers the pupil, and normalization by the clear field, of weight π, gives

dI/dX = (1/π)∫∫_disc 2w dp₀ dq₀ = (1/π)∫₋₁¹ (2w)² dq₀ = 16/(3π).

The slope at the geometric edge is thus the same for every σ ≥ 1. The intensity there is not. It contains

|A(0)|² = D/4 + ln²|(w−p₀)/(w+p₀)|/(4π²).

Set p₀ = wu. For 0 < u < 1, substitute v = (1−u)/(1+u), so that du = −2dv/(1+v)². Expanding in powers of v and using ∫₀¹ vⁿ⁻¹ ln²v dv = 2/n³,

∫₀¹ ln²|(1−u)/(1+u)| du = 2∫₀¹ ln²v/(1+v)² dv
= 4(1 − 1/4 + 1/9 − …) = π²/3.

For u > 1, the substitution v = (u−1)/(u+1) gives du = 2dv/(1−v)², and the integral becomes

2∫₀¹ ln²v/(1−v)² dv = 4(1 + 1/4 + 1/9 + …) = 2π²/3.

Negative u doubles both values. With σ = 1 only |u| < 1 is present, giving 2π²/3. Using ∫₋₁¹ w dq₀ = π/2,

I(0) = 1/4 + (1/π)(π/2)(2π²/3)/(4π²) = 1/4 + 1/12 = 1/3.

With σ → ∞ the full integral is 2π², and

I(0) = 1/4 + (1/π)(π/2)(2π²)/(4π²) = 1/4 + 1/4 = 1/2.

Light from source points outside the pupil therefore raises the edge intensity from 1/3 to 1/2. In the opposite, coherent limit, with a single source point at the pupil centre, A(0) = 1/2 and A′(0) = 2. Then I(0) = 1/4, and the log-slope at the geometric edge is 2/(1/4) = 8 in units of NA/λ.

Away from X = 0 the amplitude contains sine and cosine integrals. Summing |A|² numerically over the source and locating I = 1/2 gives the following values, with NA, λ and focus held fixed:

σ = 0.6: I(0) = 0.261; half-intensity at x = 80 nm; log-slope 6.50 µm⁻¹.
σ = 1: I(0) = 0.333; half-intensity at x = 68 nm; log-slope 4.95 µm⁻¹.
σ = 8: I(0) = 0.489; half-intensity at x = 4.6 nm; log-slope 4.65 µm⁻¹.

The last value of σ is the largest that propagating illumination in air permits for a 4× reduction lens with this aperture. The mask-side aperture is 0.50/4 = 0.125, and an illumination sine of 1 is eight times larger.

**The model beside a real exposure**

The example lies in the regime of i-line lithography, which uses the mercury line near 365 nm. An aperture of 0.50 and σ near 0.6 are rough typical values. Full incoherence is far from that practice and is the largest departure among those computed here. Relative to the incoherent 4.65 µm⁻¹, σ = 0.6 raises the log-slope at half intensity by 40%, and σ = 1 raises it by 6%. The half-intensity contour also moves well into the bright side, so a process that prints the geometric edge at these settings needs a threshold below one half.

Four other effects were sized separately on the incoherent image, with rough illustrative settings. Their percentages should not be transferred to σ = 0.6 or simply added.

Defocus by z = 500 nm, taken in air, puts the phase (2πz/λ)√(1−NA²(p²+q²)) into the pupil. The squared chord C² is replaced by |∫exp(iphase)dp|², and numerical integration, with division by I(0) = 1/2, gives a log-slope of 4.29 µm⁻¹, a fall of 7.8%.

Gaussian resist blur of rms length b = 30 nm multiplies H by exp(−2π²b²f²). Twice the slope integral then gives a log-slope of 4.57 µm⁻¹, a fall of 1.7%. Both changes preserve the symmetry of L, so the half-intensity point stays at x = 0.

For unpolarized vector light in air, each field component has its own chord integral. Let α = NA p, β = NA q and γ = √(1−α²−β²). An input polarized along x leaves the lens along (1−α²/(1+γ), −αβ/(1+γ), −α), and the other polarization follows by exchanging the roles of x and y. Equal power per pupil area requires an amplitude factor 1/√γ, because the power crossing the image plane is proportional to γ|E|². Summing the squared chord integrals and dividing by the total pupil integral of |E|² gives the reduced slope dI/dX at the edge. The pupil fields are real, so L is again even and I(0) = 1/2. The log-slope is therefore twice the reduced slope times NA/λ, which is 4.47 µm⁻¹, a fall of 4.0%. This takes the exposure as proportional to |E|² and omits refraction into the resist.

Uniform flare F replaces I by (1−F)I + F. At the geometric edge the slope is multiplied by 1−F and the intensity becomes (1+F)/2, so the log-slope is multiplied by (1−F)/(1+F). For F = 0.02 this is 0.98/1.02 = 0.961, a fall of 3.9%, to 4.47 µm⁻¹. The intensity at that point is now 0.51, so it is no longer the half-intensity point. That point has moved 4.4 nm into the dark side, and the log-slope there is 4.56 µm⁻¹, a fall of only 2.0%.

Aberrations, mask thickness, source bandwidth and standing waves in the resist are left out of all these numbers. The coefficient 32/(3π) thus belongs to an ideal incoherent image at its half-intensity point. For a partially coherent exposure, the source shape and the actual printing threshold must enter the calculation.
